# Negative-energy solutions of the Bogoliubov–de Gennes equations: a numerical check

```python
"""BdG doubling. H = c+ h c + (1/2)(c+ D c+ + h.c.) is built from explicit
Jordan-Wigner matrices and diagonalized in Fock space; this is compared with
the BdG results: gamma(-E) = gamma(E)^+, E0 = Tr h/2 + (sum of negative
eigenvalues)/2, 2^N levels, parity = det W, F, S, occupations, the two-site
closed forms, and the undoubled (c_up, c_dn^+) basis. Energies in 1e-6 hartree."""
import itertools
from functools import reduce
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc

TOL = 1e-9
dag = lambda m: m.conj().T
fmt = lambda x: " ".join(f"{v:.4f}" for v in x)

def annihilators(n):
    a, z, e = np.array([[0, 1], [0, 0]], complex), np.diag([1, -1]), np.eye(2)
    return [reduce(np.kron, [z]*j + [a] + [e]*(n-j-1)) for j in range(n)]

def fock_h(h, D, c):
    n = len(c)
    pair = sum(0.5*D[i, j]*dag(c[i]) @ dag(c[j]) for i in range(n) for j in range(n))
    hop = sum(h[i, j]*dag(c[i]) @ c[j] for i in range(n) for j in range(n))
    return hop + pair + dag(pair)

def bdg(h, D):
    return np.block([[h, D], [-D.conj(), -h.conj()]])

def e0_formula(h, D):
    ev = np.linalg.eigvalsh(bdg(h, D))
    return 0.5*np.trace(h).real + 0.5*ev[ev < 0].sum()

def full_check(h, D, T):
    """All general claims, for a nondegenerate gapped BdG spectrum."""
    n = len(h)
    c = annihilators(n)
    one = np.eye(2**n)
    for i in range(n):
        for j in range(n):
            assert np.allclose(c[i] @ dag(c[j]) + dag(c[j]) @ c[i], one*(i == j))
            assert np.allclose(c[i] @ c[j] + c[j] @ c[i], 0)
    H, M = fock_h(h, D, c), bdg(h, D)
    psi = c + [dag(x) for x in c]
    quad = sum(0.5*M[a, b]*dag(psi[a]) @ psi[b] for a in range(2*n) for b in range(2*n))
    assert np.allclose(H, quad + 0.5*np.trace(h).real*one, atol=TOL)
    tx = np.kron([[0, 1], [1, 0]], np.eye(n))
    assert np.allclose(tx @ M.conj() @ tx, -M, atol=TOL)
    ev, w = np.linalg.eigh(M)
    lev, vec = np.linalg.eigh(H)
    gs, E = vec[:, 0], ev[n:]
    op = lambda k: sum(w[a, k].conj()*psi[a] for a in range(2*n))
    for k in range(n):
        gp, gm = op(n + k), op(n - 1 - k)      # independent eigh vectors at +E, -E
        phase = np.trace(gm @ gp + gp @ gm)/2**n
        assert abs(abs(phase) - 1) < TOL and np.allclose(gm, phase*dag(gp), atol=TOL)
        assert np.allclose(dag(gm) @ gm + dag(gp) @ gp, one, atol=TOL)
        assert np.allclose(H @ gp - gp @ H, -E[k]*gp, atol=1e-8)
        assert np.linalg.norm(gp @ gs) < 1e-8
    e0 = e0_formula(h, D)
    assert abs(lev[0] - e0) < TOL
    built = sorted(e0 + np.dot(o, E) for o in itertools.product([0, 1], repeat=n))
    assert np.allclose(lev, built, atol=TOL)
    par_op = reduce(np.kron, [np.diag([1, -1])]*n)
    parity = (gs.conj() @ par_op @ gs).real
    U, V = w[:n, n:], w[n:, n:]
    assert abs(np.linalg.det(np.block([[U, V.conj()], [V, U.conj()]])) - parity) < TOL
    other = [lev[k] for k in range(2**n)
             if (vec[:, k].conj() @ par_op @ vec[:, k]).real*parity < 0]
    assert abs(min(other) - (e0 + E[0])) < TOL
    p = np.exp(-(lev - lev[0])/T)
    F = lev[0] - T*np.log(p.sum())
    p /= p.sum()
    S = -(p*np.log(p)).sum()
    occ = np.array([np.trace((vec*p) @ dag(vec) @ dag(x) @ x).real for x in c])
    f = 1/(np.exp(ev/T) + 1)
    s_mode = -(f*np.log(f) + (1 - f)*np.log(1 - f))
    assert abs(F - (0.5*np.trace(h).real - T*np.log(2*np.cosh(E/(2*T))).sum())) < TOL
    assert abs(S - s_mode[n:].sum()) < TOL and abs(s_mode.sum() - 2*S) < TOL
    assert np.allclose(occ, abs(U)**2 @ f[n:] + abs(V)**2 @ (1 - f[n:]), atol=TOL)
    assert np.allclose(occ, abs(w[:n])**2 @ f, atol=TOL)
    n0 = sum((gs.conj() @ dag(x) @ x @ gs).real for x in c)
    return dict(ev=ev, lev=lev, par=parity, F=F, S=S, S2=s_mode.sum(), occ=occ, n0=n0)

def reduced_check(hu, hd, Dm):
    """Undoubled basis (c_up, c_dn^+): no factor 1/2, constant Tr h_dn."""
    n = len(hu)
    z = np.zeros((n, n))
    h, D = np.block([[hu, z], [z, hd]]), np.block([[z, Dm], [-Dm.T, z]])
    lev = np.linalg.eigvalsh(fock_h(h, D, annihilators(2*n)))
    ev = np.linalg.eigvalsh(np.block([[hu, Dm], [dag(Dm), -hd.conj()]]))
    e0 = ev[ev < 0].sum() + np.trace(hd).real
    built = sorted(e0 + np.dot(o, abs(ev)) for o in itertools.product([0, 1], repeat=2*n))
    assert np.allclose(lev, built, atol=TOL) and abs(lev[0] - e0_formula(h, D)) < TOL
    return ev, e0, lev[0], e0_formula(h, D)

rng = np.random.default_rng(1)
cplx = lambda n: rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n))
for n in (2, 3, 4):
    for _ in range(4):
        x, y, x2 = cplx(n), cplx(n), cplx(n)
        full_check(x + dag(x), y - y.T, 2.0)
        xi = np.linalg.eigvalsh(x + dag(x))    # no pairing: the Fermi sea
        assert abs(e0_formula(x + dag(x), 0*y) - xi[xi < 0].sum()) < TOL
        if n < 4:
            reduced_check(x + dag(x), x2 + dag(x2), y)

# symbolic two-site structure
ss, sd, st, sD, lam = sp.symbols("s d t D lam", real=True)
kr = lambda a, b: sp.Matrix(4, 4, lambda i, j: a[i//2, j//2]*b[i % 2, j % 2])
X, Y, Z = sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.diag(1, -1)
Ms = sp.Matrix([[ss+sd, -st, 0, sD], [-st, ss-sd, -sD, 0],
                [0, -sD, -ss-sd, st], [sD, 0, st, -ss+sd]])
P, Q = ss*kr(Z, sp.eye(2)) - sD*kr(Y, Y), kr(Z, sd*Z - st*X)
A2, B2 = ss**2 + sD**2, sd**2 + st**2
for m in (Ms - P - Q, P*P - A2*sp.eye(4), Q*Q - B2*sp.eye(4), P*Q - Q*P):
    assert m.applyfunc(sp.expand) == sp.zeros(4, 4)
assert P.trace() == 0 and Q.trace() == 0 and sp.expand((P*Q).trace()) == 0
char = (lam*sp.eye(4) - Ms).det(method="berkowitz")
assert sp.expand(char - (lam**4 - 2*(A2+B2)*lam**2 + (A2-B2)**2)) == 0

# worked example
e1, e2, gap, T, b = 10.0, 30.0, 30.0, 10.0, 5.0
hmat = lambda t, x=0.0: np.array([[e1 + x, -t], [-t, e2 + x]], complex)
Dmat = np.array([[0, gap], [-gap, 0]], complex)
s, d = (e1 + e2)/2, (e1 - e2)/2
A = np.hypot(s, gap)
ha_ev = pc["Hartree energy in eV"][0]
print("unit uEh = 1e-6 hartree = %.6f meV" % (ha_ev*1e-3))
print("scale: 0.8 meV (rough Hg gap) = %.0f uEh" % (0.8e-3/ha_ev*1e6))
print(f"inputs e1 e2 Delta T = {e1} {e2} {gap} {T} uEh")
print("T = %.3f K" % (T*1e-6/pc["kelvin-hartree relationship"][0]))
print(f"s = Tr h/2 = {s:.4f} uEh, d = {d:.4f} uEh, A = {A:.4f} uEh")
for t in (20.0, 40.0):
    B = np.hypot(d, t)
    r = full_check(hmat(t), Dmat, T)
    assert np.allclose(r["lev"], sorted([s-A, s+A, s-B, s+B]), atol=TOL)
    assert np.allclose(r["ev"], sorted([A+B, A-B, B-A, -A-B]), atol=TOL)
    assert abs(r["lev"][0] - (s - max(A, B))) < TOL
    assert abs(r["par"] - np.sign(e1*e2 - t*t + gap**2)) < TOL
    neg = r["ev"][r["ev"] < 0].sum()
    print(f"--- t = {t} uEh: B = {B:.4f} uEh, A^2-B^2 = {A*A-B*B:.1f} uEh^2")
    print("BdG eigenvalues (uEh):", fmt(r["ev"]))
    print("Fock levels, 4 not 16 (uEh):", fmt(r["lev"]))
    print(f"E0 formula = {e0_formula(hmat(t), Dmat):.4f} uEh, parity = {r['par']:+.0f}")
    print(f"lowest level of other parity = {r['lev'][0] + r['ev'][2]:.4f} uEh")
    print(f"wrong: sum neg = {neg:.4f}, half sum = {neg/2:.4f} uEh")
    print(f"wrong: sum neg + Tr h/2 = {neg + s:.4f}, + Tr h = {neg + 2*s:.4f} uEh")
    print(f"F = {r['F']:.4f} uEh, S = {r['S']:.4f} kB, wrong S = {r['S2']:.4f} kB")
    print("thermal n1 n2 (particles):", fmt(r["occ"]))
    dx = 1e-3   # central difference, error ~ dx^2/A^2
    slope = (e0_formula(hmat(t, dx), Dmat) - e0_formula(hmat(t, -dx), Dmat))/(2*dx)
    assert abs(slope - r["n0"]) < 1e-7
    assert abs(r["n0"] - (1 - s/A if A > B else 1.0)) < TOL
    print(f"ground <N> = {r['n0']:.4f}, without trace term {round(slope - 1, 4) + 0.0:.4f} particles")
hot = full_check(hmat(20.0), Dmat, 1e5)
assert abs(hot["S"] - np.log(4)) < 1e-6
print(f"T = 1e5 uEh: S = {hot['S']:.4f} kB (ln 4), wrong {hot['S2']:.4f} kB (ln 16)")
tc = np.sqrt(e1*e2 + gap**2)
lev = np.linalg.eigvalsh(fock_h(hmat(tc), Dmat, annihilators(2)))
assert abs(lev[1] - lev[0]) < TOL and abs(lev[0] - e0_formula(hmat(tc), Dmat)) < TOL
assert abs(np.linalg.eigvalsh(bdg(hmat(tc), Dmat))[2]) < TOL
print(f"--- t_c = {tc:.4f} uEh: Fock levels (uEh): {fmt(lev)}")
hu, hd = hmat(20.0) - b*np.eye(2), hmat(20.0) + b*np.eye(2)
ev, e_red, e_fock, e_dbl = reduced_check(hu, hd, gap*np.eye(2))
xi = np.linalg.eigvalsh(hmat(20.0))
assert np.allclose(ev, sorted(-b + g*np.hypot(x, gap) for x in xi for g in (1, -1)))
print(f"--- spinful, t = 20.0, on-site Delta = {gap}, b = {b} uEh")
print("xi of h (uEh):", fmt(xi))
print("reduced eigenvalues (uEh):", fmt(ev))
print(f"sum neg = {ev[ev < 0].sum():.4f} uEh, Tr h_dn = {np.trace(hd).real:.4f} uEh")
print(f"E0 reduced, doubled, Fock = {fmt([e_red, e_dbl, e_fock])} uEh")
print("ALL CHECKS PASSED")
```

Printed output:

```
unit uEh = 1e-6 hartree = 0.027211 meV
scale: 0.8 meV (rough Hg gap) = 29 uEh
inputs e1 e2 Delta T = 10.0 30.0 30.0 10.0 uEh
T = 3.158 K
s = Tr h/2 = 20.0000 uEh, d = -10.0000 uEh, A = 36.0555 uEh
--- t = 20.0 uEh: B = 22.3607 uEh, A^2-B^2 = 800.0 uEh^2
BdG eigenvalues (uEh): -58.4162 -13.6948 13.6948 58.4162
Fock levels, 4 not 16 (uEh): -16.0555 -2.3607 42.3607 56.0555
E0 formula = -16.0555 uEh, parity = +1
lowest level of other parity = -2.3607 uEh
wrong: sum neg = -72.1110, half sum = -36.0555 uEh
wrong: sum neg + Tr h/2 = -52.1110, + Tr h = -32.1110 uEh
F = -18.3498 uEh, S = 0.5239 kB, wrong S = 1.0479 kB
thermal n1 n2 (particles): 0.3244 0.2350
ground <N> = 0.4453, without trace term -0.5547 particles
--- t = 40.0 uEh: B = 41.2311 uEh, A^2-B^2 = -400.0 uEh^2
BdG eigenvalues (uEh): -77.2866 -5.1755 5.1755 77.2866
Fock levels, 4 not 16 (uEh): -21.2311 -16.0555 56.0555 61.2311
E0 formula = -21.2311 uEh, parity = -1
lowest level of other parity = -16.0555 uEh
wrong: sum neg = -82.4621, half sum = -41.2311 uEh
wrong: sum neg + Tr h/2 = -62.4621, + Tr h = -42.4621 uEh
F = -25.9103 uEh, S = 0.6646 kB, wrong S = 1.3292 kB
thermal n1 n2 (particles): 0.4725 0.3206
ground <N> = 1.0000, without trace term 0.0000 particles
T = 1e5 uEh: S = 1.3863 kB (ln 4), wrong 2.7726 kB (ln 16)
--- t_c = 34.6410 uEh: Fock levels (uEh): -16.0555 -16.0555 56.0555 56.0555
--- spinful, t = 20.0, on-site Delta = 30.0, b = 5.0 uEh
xi of h (uEh): -2.3607 42.3607
reduced eigenvalues (uEh): -56.9079 -35.0927 25.0927 46.9079
sum neg = -92.0006 uEh, Tr h_dn = 50.0000 uEh
E0 reduced, doubled, Fock = -42.0006 -42.0006 -42.0006 uEh
ALL CHECKS PASSED
```
